# Approximate spin projection for a singlet diradical transition state

## 1. Two electrons on two sites

Take a bond stretched until it is half broken, with one orbital on each of the sites 1 and 2. An electron hops between the sites with matrix element \(-t\), where \(t>0\), and two electrons on the same site repel with energy \(U\). The spin-up and spin-down electrons may occupy different orbitals,

\[
a=(\cos\theta,\ \sin\theta),\qquad b=(\sin\theta,\ \cos\theta),\qquad s=\langle a|b\rangle=2\sin\theta\cos\theta .
\]

Each electron has hopping energy \(-2t\sin\theta\cos\theta=-ts\). The chance that both are on site 1 is \(\cos^2\theta\sin^2\theta=s^2/4\), and it is the same for site 2. The energy is therefore

\[
E_{BS}(s)=-2ts+\tfrac12Us^2 .
\]

For \(U>2t\) the minimum lies at \(s=2t/U<1\), which gives \(E_{BS}=-2t^2/U\). This is the broken-symmetry (BS) state: spin up is mainly on one site and spin down mainly on the other. For \(U\le 2t\) the minimum on \(0\le s\le1\) is at \(s=1\), the ordinary closed-shell state.

The BS state is not a singlet. Its spatial function, with spin up written first, is

\[
a\otimes b=\tfrac s2\big(|11\rangle+|22\rangle\big)+\cos^2\theta\,|12\rangle+\sin^2\theta\,|21\rangle .
\]

The part symmetric under exchange of the two positions is the singlet, and the antisymmetric part is the triplet:

\[
\tfrac12\big[|12\rangle+|21\rangle+s(|11\rangle+|22\rangle)\big],\qquad
\tfrac12\cos2\theta\,\big[|12\rangle-|21\rangle\big].
\]

Their squared norms are \((1+s^2)/2\) and \((1-s^2)/2\), since \(\cos^22\theta=1-s^2\). The triplet has energy zero: its electrons never share a site, and hopping cancels by antisymmetry. In the normalised covalent and ionic singlet states, \(H\) has diagonal elements \(0\) and \(U\) and off-diagonal element \(-2t\). The singlet part, with amplitudes in the ratio \(1:s\), has energy

\[
E_0=\frac{-4ts+Us^2}{1+s^2}=-\frac{4t^2/U}{1+4t^2/U^2},
\]

where the last form uses \(s=2t/U\). For small \(t/U\) this is twice \(E_{BS}\). The BS determinant is about half triplet, so it shows about half the singlet stabilisation. Projection recovers the rest from energies and spin expectation values, without constructing the singlet.

## 2. The projection formula

Let \(H\) be free of spin operators and let \(\Phi\) be a normalised BS determinant with equal numbers of up and down electrons. Spin squared is measured in units of \(\hbar^2\), and \(x=\langle S^2\rangle_{BS}\). The central assumption is that \(\Phi\) contains a singlet and a triplet part and nothing else:

\[
\Phi=\sqrt{1-w}\,\Psi_0+\sqrt w\,\Psi_1 .
\]

Both parts are normalised, with energy expectation values \(E_0\) and \(E_1\); neither need be an eigenstate of \(H\). The eigenvalues of \(S^2\) are 0 and 2, so

\[
x=(1-w)\cdot0+w\cdot2=2w .
\]

Because \(H\) commutes with \(S^2\), it has no matrix element between \(\Psi_0\) and \(\Psi_1\). The energy is then a weighted mean,

\[
E_{BS}=(1-w)E_0+wE_1 .
\]

Solving for \(E_0\) and inserting \(w=x/2\) gives

\[
E_0=\frac{E_{BS}-wE_1}{1-w}=\frac{2E_{BS}-xE_1}{2-x}
=E_{BS}+\frac{x}{2-x}\,(E_{BS}-E_1).
\]

The last form follows from \(2E_{BS}=(2-x)E_{BS}+xE_{BS}\). Yamaguchi's formula replaces \(E_1\) by the energy \(E_T\) of a computed triplet determinant, and the 2 by its value \(y=\langle S^2\rangle_T\):

\[
\boxed{E_{AP}=E_{BS}+f\,(E_{BS}-E_T),\qquad f=\frac{x}{y-x}}
\]

It gives the singlet part of \(\Phi\) without error when \(E_T=E_1\) and \(y=2\). That singlet part is a projected determinant, not the exact singlet eigenstate. If the BS state lies below the triplet, the correction lowers the energy.

Two limits fix the scale. For a fully broken pair and a pure triplet, \(x=1\) and \(y=2\), so \(f=1\) and \(E_{AP}=2E_{BS}-E_T\). For a closed shell \(x=0\), and the correction vanishes.

For the two-site state, \(x=1-s^2\) and \(E_T=0\), so \(E_{AP}=2E_{BS}/(1+s^2)\). This equals the energy found directly in section 1.

## 3. When a triplet is the sole contaminant

Rotating the occupied up orbitals among themselves, and likewise the down orbitals, changes \(\Phi\) by at most a phase. A singular value decomposition of the overlap matrix between the two sets therefore pairs them: up orbital \(i\) overlaps down orbital \(i\) by \(s_i\), and no other. A pair with \(s_i=1\) is a doubly occupied orbital.

Suppose one pair, \(a\) and \(b\), has \(s<1\) and all others have \(s_i=1\). The core is then a singlet, and the two remaining electrons can form total spin 0 or 1 only. Write \(\Phi=|{\rm core}\,a\alpha\,b\beta|\) and \(\Phi'=|{\rm core}\,a\beta\,b\alpha|\), and split

\[
\Phi=\tfrac12(\Phi-\Phi')+\tfrac12(\Phi+\Phi').
\]

The raising operator \(S_+\) turns both \(\Phi\) and \(\Phi'\) into \(D=|{\rm core}\,a\alpha\,b\alpha|\). It annihilates the first bracket, which has zero spin projection and is therefore a singlet. The second bracket equals \(S_-D\), so it is the triplet part. With \(\langle\Phi|\Phi'\rangle=-|s|^2\), its weight is

\[
w=\tfrac14(1+1-2|s|^2)=\tfrac12(1-|s|^2),\qquad x=1-|s|^2 .
\]

Its energy follows from \([H,S_\pm]=0\) and \(S_+S_-D=2D\):

\[
E_1=\frac{\langle D|S_+HS_-|D\rangle}{\langle D|S_+S_-|D\rangle}
=\frac{2\langle D|H|D\rangle}{2\langle D|D\rangle}.
\]

So \(E_1\) is the energy of the high-spin determinant built from the same orbitals. As a numerical test, four electrons were placed in four orbitals with a random spin-free Hamiltonian and one split pair, giving \(x=0.7525\). The formula and an explicit spin projection both gave 12.470469 eV.

For any number of split pairs, \(S^2=S_-S_++S_z(S_z+1)\) gives \(x=\|S_+\Phi\|^2\). Raising the spin in pair \(i\) leaves a component of squared norm \(1-|s_i|^2\) outside the occupied up space, and different pairs give orthogonal states. Hence

\[
x=\sum_i(1-|s_i|^2).
\]

One split pair cannot give \(x>1\), so a larger value shows that the assumption has failed. The converse does not hold: two weakly split pairs may also give \(x<1\). The values \(s_i\) themselves should be inspected. Two split pairs admit a quintet, with \(S^2=6\), and then \(x=2w_1+6w_2\), where \(w_1\) and \(w_2\) are the triplet and quintet weights.

## 4. What changes with computed triplets

**Relaxed orbitals.** A separately optimised triplet usually has \(E_T\ne E_1\). For one split pair and \(y=2\), subtracting the two forms of the projected energy gives

\[
E_{AP}-E_0=\frac{w}{1-w}(E_1-E_T).
\]

If relaxation lowers the triplet, \(E_{AP}\) rises. It then remains an upper bound to the lowest singlet energy of \(H\), because \(E_0\) is already such a bound by the variational principle.

**Background contamination.** With \(y\ne2\), the boxed formula is the straight line through \((x,E_{BS})\) and \((y,E_T)\), extended to \(\langle S^2\rangle=0\). Suppose a remote part of the molecule adds the same \(\delta\) to both spin values and the same energy to both states. Then \(x=2w+\delta\) and \(y=2+\delta\), so \(y-x=2(1-w)\). The factor that projects the diradical pair and leaves the background unchanged is

\[
\frac{w}{1-w}=\frac{x-\delta}{y-x}.
\]

The background cancels in the denominator but not in the numerator. The plain formula therefore differs from this pair-only projection by \(\delta(E_{BS}-E_T)/(y-x)\). For a decoupled second pair with \(\delta=0.1313\), the difference was \(-0.046\) eV. The pair-only value is not a pure singlet, because the background stays contaminated: in this example it lies 0.069 eV above the singlet part of the whole determinant, and the plain formula lies 0.024 eV above. Using the computed \(y\) thus gives neither the pair-only value nor the full singlet part.

**Density functionals.** The derivation needs \(E_{BS}\) and \(E_T\) to be expectation values of one Hamiltonian in the determinants themselves. Kohn–Sham energies are not, and \(\langle S^2\rangle\) of the Kohn–Sham determinant is not in general that of the interacting system. With a density functional the formula is a model: energy is assumed linear in the computed \(\langle S^2\rangle\).

## 5. Gradient and saddle point

Let a prime denote the derivative along a nuclear coordinate \(q\). Differentiating the boxed formula gives

\[
E_{AP}'=E_{BS}'+f(E_{BS}'-E_T')+f'(E_{BS}-E_T),
\]

\[
f'=\frac{x'(y-x)-x(y'-x')}{(y-x)^2}=\frac{x'y-xy'}{(y-x)^2}.
\]

At a BS saddle \(E_{BS}'=0\), but the other terms generally remain. A single-point correction there is not the energy of the projected saddle.

The projected curve also has a kink where symmetry breaking begins. In the two-site model this is at \(t=U/2\). On the closed-shell side \(E=-2t+U/2\), with slope \(dE/dt=-2\). On the broken side

\[
\frac{dE_{AP}}{dt}=-\frac{8t/U}{(1+4t^2/U^2)^2}\ \longrightarrow\ -1 .
\]

Geometry searches and finite-difference Hessians should not straddle this point.

## 6. Worked example

The bond has \(U=5\) eV and \(t(q)=3\,{\rm eV}\,e^{-q/\lambda}\), with \(\lambda=0.1\) nm. A background common to both spin states represents short-range repulsion and the relaxation of the products:

\[
V(q)=1.1\,{\rm eV}\;e^{-q/0.02\,{\rm nm}}-\tfrac12\,(60\,{\rm eV/nm^2})\,q^2 .
\]

The temperature is 900 K, so \(k_BT=0.0776\) eV.

**Energy at the BS saddle.** This saddle lies at \(q=0.1157\) nm, where \(t=0.9429\) eV. Leaving out \(V\), which is the same for all states,

\[
s=\frac{2(0.9429)}5=0.3772,\qquad x=1-s^2=0.8577,
\]
\[
E_{BS}=-\frac{2(0.9429)^2}{5}=-0.3556\ {\rm eV},\qquad f=\frac{0.8577}{2-0.8577}=0.7509 .
\]

The triplet is at zero, so the correction is \(0.7509\times(-0.3556)=-0.267\) eV, or \(-25.8\) kJ/mol, and \(E_{AP}=-0.623\) eV.

The exact singlet is the lower eigenvalue of the covalent–ionic matrix of section 1:

\[
E_{ex}=\tfrac12\Big(U-\sqrt{U^2+16t^2}\Big)=-0.632\ {\rm eV}.
\]

The projected energy is about 0.009 eV higher. To see how this error scales, put \(r=t^2/U^2\) and expand:

\[
E_{AP}=-\frac{4t^2}{U}(1-4r+16r^2-\dots),\quad
E_{ex}=-\frac{4t^2}{U}(1-4r+32r^2-\dots).
\]

The difference is \(64t^6/U^5\) to leading order. Here that term is 0.014 eV, an overestimate, because \(r=0.036\) is not small enough for the leading term alone.

**Shift of the saddle.** At the BS saddle \(V'=-7.11\) eV/nm, which is also \(E_T'\). Since \(t'=-t/\lambda\), we have \(x'=8t^2/(U^2\lambda)=2.845\) nm\(^{-1}\), and \(f'=2x'/(2-x)^2=4.36\) nm\(^{-1}\). Thus

\[
E_{AP}'=0.7509(7.11)+4.36(-0.3556)\approx3.79\ {\rm eV/nm}.
\]

The projected energy is still rising, so its saddle lies further out, at 0.1344 nm. The exact saddle is at 0.1353 nm.

**Barriers.** The reactant is the minimum near \(q=0\), found separately on the mean-field and exact curves. The mean-field reactant is closed-shell, so projection leaves it unchanged. Barriers in eV are:

| Transition state | Mean-field reactant | Exact reactant |
|---|---:|---:|
| BS | 1.65 | 2.15 |
| Projected, BS saddle | 1.38 | 1.88 |
| Projected, own saddle | 1.42 | 1.91 |

The exact barrier is 1.91 eV. With an exact reactant, projection at its own saddle reproduces it to about 0.003 eV. With a mean-field reactant, projection makes the barrier worse: the error grows from \(-0.26\) to \(-0.49\) eV. The reactant energy is 0.49 eV too high because mean field misses its correlation. In the unprojected barrier, the BS error at the transition state cancels part of this. In this model projection removes almost all of the transition-state error and leaves the reactant error exposed. With more than one orbital per site it removes only part: for H\(_2\) stretched to \(x\approx0.86\), the BS energy lies 0.56 eV (cc-pVDZ) or 0.61 eV (cc-pVTZ) above the full-CI singlet, and \(E_{AP}\) still lies 0.12 or 0.18 eV above it. These values are not converged in the basis: cc-pVQZ raises both by a further 0.02 eV, to 0.63 and 0.20 eV. In a minimal basis (STO-3G), with one orbital per atom, \(E_{AP}\) lies only 0.02 eV above full CI. Both ends of the barrier must be described equally well.

At fixed BS geometry the correction multiplies the rate by \(\exp(0.267/0.0776)\approx31\), if the prefactor is unchanged. Between the two optimised saddles the barrier falls by 0.232 eV, and the factor is about 20.

## 7. Effects outside the two-site model

**A neighbouring bond.** An intact bond with hopping 3 eV was attached through a link of 0.5 eV, with \(t\) of the breaking bond held at its BS-saddle value. The quintet weight is \(w_2=0.00019\), and \(y=2.0017\). With \(y\) set to 2, \(E_{AP}\) lies 0.0018 eV above the explicit singlet part. Substituting \(E_{BS}=w_0E_0+w_1E_1+w_2E_2\) and \(x=2w_1+6w_2\), with \(w_0+w_1+w_2=1\), accounts for this:

\[
E_{AP}-E_0=\frac{w_1(E_1-E_T)+w_2(E_2-3E_T+2E_0)}{w_0-2w_2}.
\]

The quintet energy \(E_2\) is zero, since four parallel spins on four sites can neither hop nor share a site. The triplet-relaxation term contributes about 0.0010 eV and the quintet term about 0.0008 eV. Using the computed \(y\) instead changes \(E_{AP}\) by less than 0.0005 eV. All of these are small beside the correction for this weak link; the error grows quickly with the coupling, to about 0.013 eV for a link of 1 eV, and real neighbouring bonds need their own check.

**Direct exchange.** An exchange integral \(K=0.1\) eV between the sites lowers the triplet to \(-K\). Together with the pair-hopping term given by the same integral, it also adds \(Ks^2\) to the BS energy, so \(U\) becomes \(U+2K\) there. At the same \(t\) the correction shrinks from \(-0.267\) to \(-0.186\) eV, and its rate factor from 31 to about 11. This is the largest change in the correction among the model effects sized here. It is not a change in the projected barrier: a \(K\) constant along \(q\) raises the exact singlet by \(K\) everywhere, and the projected barrier from the exact reactant stays at 1.91 eV. The formula itself still returns the singlet part; the energies entering it have changed.

**Temperature and tunnelling.** At the projected saddle the equilibrium triplet-to-singlet population ratio, including the threefold triplet degeneracy, is 0.0095 for \(K=0\). It is sensitive to direct exchange: \(K=0.1\) eV narrows the gap from 0.45 to 0.24 eV and raises the ratio to about 0.13. For a reduced mass of 15 u the barrier-mode quantum is \(\hbar\omega=0.023\) eV. The Wigner factor \(1+(\hbar\omega/k_BT)^2/24\) is 1.004. Its excess over 1 scales as the inverse mass, so hydrogen motion over a barrier of the same curvature would give about 1.05.

**Relation to a real precursor.** The parameters are meant for the rough regime of a sigma bond between heavy fragments breaking in a chemical-vapour-deposition precursor near 900 K. A barrier of about 2 eV is a reasonable scale for such a step, but \(U\), \(K\) and \(V(q)\) are round choices, not fitted values. The saddle exists here because the products relax as the bond opens; simple bond fission may have no saddle in its potential energy. Real bonds have direct exchange, which the two-site model omits, and the trial value above moves the correction by 0.08 eV. A strong bond treated with unscreened Hartree–Fock integrals has larger \(U\) and \(t\): for the C–C bond of ethane stretched to \(x\approx0.8\), with H–C–C angles held at 111°, the correction is about \(-0.58\) eV in the 6-31G basis and \(-0.57\) eV in cc-pVDZ; with nearly planar methyl groups (92°) it is about \(-0.60\) eV in 6-31G. This is about 1.7 times the model value at the same \(x\), and about twice the worked-example value, which belongs to \(x=0.86\). The numbers therefore indicate only the order of magnitude of the effect, not the rate of a particular precursor.

## 8. Procedure for implementation

1. At one geometry, converge the BS state and the triplet with the same method and basis. Record \(E_{BS},x,E_T,y\).
2. Compute the paired overlaps \(s_i\). Proceed if one is clearly below 1 and the rest are close to 1. Otherwise use a multiconfigurational method or a full spin projection.
3. Evaluate \(E_{AP}\) with both \(y\) and 2. A large difference signals triplet contamination; agreement does not prove that the BS state is free of higher spins. Passing steps 2 and 3 does not make \(E_{AP}\) equal to the singlet part: for stretched ethane in unrestricted Hartree–Fock with a small (6-31G) basis, at \(x\approx0.8\) the other overlaps are 0.998 or larger and the two values differ by about 0.01 eV, yet \(E_{AP}\) lies about 0.1 eV above the explicitly projected singlet. This excess grows by about 0.02 eV in cc-pVDZ, all with H–C–C angles of 111°. In 6-31G it grows by about 0.02 eV when that angle is closed to 100° and by about 0.04 eV at 92°, where the other overlaps fall to 0.997.
4. Locate the saddle with \(E_{AP}'\), or at least evaluate this gradient at the BS saddle.
5. Check that the reactant is treated to matching accuracy before using the barrier in a rate.

The main model values are in the numerical output below; the molecular values, the 1 eV link, and the gap, population ratio and barrier with \(K=0.1\) eV are not part of it.

## Calculated quantities

```
Inputs: U=5.0 eV, t0=3.0 eV, decay=0.1 nm, T=900.0 K
Background: 1.1 eV, 0.02 nm, 60.0 eV/nm^2; mass 15.0 u
Thermal energy kT: 0.0776 eV
Random test: x: 0.7525
Random test: projected by formula: 12.470469 eV
Random test: explicit singlet part: 12.470469 eV
Remote pair: common background delta: 0.1313
Remote pair: error of plain formula: -0.0456 eV
Onset of symmetry breaking, q: 0.0182 nm
Projected dE/dt, broken side of onset: -1.000
Projected dE/dt, closed-shell side: -2.000
BS saddle q: 0.1157 nm
Projected saddle q: 0.1344 nm
Exact saddle q: 0.1353 nm
At the BS saddle (electronic energies, triplet = 0 eV):
  hopping t: 0.9429 eV
  overlap s: 0.3772
  <S^2> of BS state: 0.8577
  triplet weight w: 0.4289
  factor x/(2-x): 0.7509
  E_BS: -0.3556 eV
  E_AP: -0.6227 eV
  exact singlet: -0.6315 eV
  correction E_AP - E_BS: -0.2671 eV
  same correction: -25.8 kJ/mol
  rate factor of correction at T: 31.3
  gradient of E_AP: 3.790 eV/nm
Barrier BS, mean-field reactant: 1.6516 eV
Barrier AP at BS saddle, mean-field reactant: 1.3845 eV
Barrier AP at own saddle, mean-field reactant: 1.4191 eV
Barrier BS, exact reactant: 2.1459 eV
Barrier AP at BS saddle, exact reactant: 1.8788 eV
Barrier AP at own saddle, exact reactant: 1.9134 eV
Barrier exact: 1.9102 eV
Reactant energy missed by mean field: 0.4943 eV
Neighbour bond (hopping 3.0 eV, link 0.5 eV), at BS saddle:
  <S^2>: BS 0.8580, triplet 2.0017
  BS weights S=0,1,2: 0.57137, 0.42844, 0.00019
  E_BS -3.9019 eV, E_T -3.5478 eV
  energy of triplet part of BS -3.5465 eV
  E_AP with computed y -4.1676 eV, with y=2 -4.1679 eV
  explicit singlet part -4.1697 eV
  triplet-singlet gap: AP 0.6197 eV, exact 0.6304 eV
Direct exchange 0.1 eV: correction -0.1857 eV
Barrier-mode quantum: 0.0230 eV
Wigner tunnelling factor: 1.0037
Triplet/singlet population at AP saddle: 9.51e-03
```
